# Bound states of one and two deep sites on a chain: a program that tests the result

```python
# Result under test: on an infinite chain with neighbour matrix element -t and
# site energy 0, one site of energy -U binds at -sqrt(4 t^2 + U^2), and two
# adjacent such sites bind at -t (1 + u + 1/(1+u)), u = U/t.
# For U = t these are -2.236 t and -2.5 t.
# Symbols: x = ratio of amplitudes on successive sites of the decaying tail,
# a = site spacing, sigma = rms random site energy.
# Long finite chains are diagonalized and compared with the closed formulas.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh
from scipy.special import i0e, i1e

N_SITES = 401
MID = N_SITES // 2


def chain(depth, offsets, inner_bond=1.0):
    """Eigenpairs of a finite chain, energies in units of t."""
    site = np.zeros(N_SITES)
    for k in offsets:
        site[MID + k] = -depth
    bond = -np.ones(N_SITES - 1)
    bond[MID] = -inner_bond
    return eigh_tridiagonal(site, bond)


def x_single(u):
    return (np.sqrt(u * u + 4) - u) / 2


def e_single(u):
    return -np.sqrt(4 + u * u)


def e_pair(u, inner_bond=1.0):
    inverse_x = u + inner_bond
    return -(inverse_x + 1 / inverse_x)


# Energies and number of bound states for several depths
for u in (0.5, 1.0, 1.9, 2.2, 3.0):
    e1, _ = chain(u, [0])
    e2, _ = chain(u, [0, 1])
    assert abs(e1[0] - e_single(u)) < 1e-9
    assert abs(e2[0] - e_pair(u)) < 1e-9
    assert np.sum(np.abs(e1) > 2) == 1
    assert np.sum(np.abs(e2) > 2) == (2 if u > 2 else 1)
    if u > 2:
        odd_inverse_x = u - 1
        assert abs(e2[1] + odd_inverse_x + 1 / odd_inverse_x) < 1e-9

# Wave functions at U = t
levels1, vectors1 = chain(1.0, [0])
levels2, vectors2 = chain(1.0, [0, 1])
psi1, psi2 = vectors1[:, 0], vectors2[:, 0]
x1, x2 = x_single(1.0), 0.5
assert abs(levels2[0] + 2.5) < 1e-9
assert abs(psi1[MID + 4] / psi1[MID + 3] - x1) < 1e-8
assert abs(psi2[MID + 4] / psi2[MID + 3] - x2) < 1e-8
assert abs(psi2[MID] / psi2[MID + 1] - 1) < 1e-8
weight1 = psi1[MID] ** 2
weight2 = psi2[MID] ** 2 + psi2[MID + 1] ** 2
assert abs(weight1 - (1 - x1**2) / (1 + x1**2)) < 1e-9
assert abs(weight1 - 1 / np.sqrt(5)) < 1e-9
assert abs(weight2 - (1 - x2**2)) < 1e-9

# Lowest level as the two deep sites are moved apart
separations = (1, 2, 4, 10)
separated = [chain(1.0, [0, d])[0][0] for d in separations]
assert np.all(np.diff(separated) > 0)
assert 0 < levels1[0] - separated[-1] < 0.01

# Example parameters
t_ev, a_nm, sigma_ev, temperature = 1.0, 0.33, 0.10, 300.0
mass = const.hbar**2 / (2 * t_ev * const.e * (a_nm * 1e-9) ** 2)
mass_ratio = mass / const.m_e
dk = 1e-3 / (a_nm * 1e-9)
band_rise = 2 * t_ev * const.e * (1 - np.cos(dk * a_nm * 1e-9))
assert abs(band_rise / (const.hbar**2 * dk**2 / (2 * mass)) - 1) < 1e-5
bind1 = (-2 - levels1[0]) * t_ev
bind2 = (-2 - levels2[0]) * t_ev
decay1, decay2 = a_nm / np.log(1 / x1), a_nm / np.log(1 / x2)
kt_ev = const.k * temperature / const.e

# Stronger bond inside the pair
bond_factor = 1.10
e_bond = chain(1.0, [0, 1], bond_factor)[0][0]
assert abs(e_bond - e_pair(1.0, bond_factor)) < 1e-9

# Random energies on all sites: first-order spread against sampling
rng = np.random.default_rng(1)
spread_first, spread_sampled = [], []
for psi, deep in ((psi1, [30]), (psi2, [30, 31])):
    spread_first.append(sigma_ev * np.sqrt(np.sum(psi**4)))
    sample = []
    for _ in range(3000):
        site = rng.normal(0, sigma_ev / t_ev, 61)
        site[deep] -= 1.0
        sample.append(eigvalsh_tridiagonal(
            site, -np.ones(60), select='i', select_range=(0, 0))[0])
    spread_sampled.append(np.std(sample) * t_ev)
    # sampling error is about 1.3 %, the rest allows for higher orders
    assert abs(spread_sampled[-1] / spread_first[-1] - 1) < 0.10


# Simple cubic network: lattice Green function at energy -e_abs (units of t)
def green(e_abs, neighbour):
    def integrand(v):
        s = v * v
        last = i1e(2 * s) if neighbour else i0e(2 * s)
        return 2 * v * np.exp(-(e_abs - 6) * s) * i0e(2 * s) ** 2 * last
    return quad(integrand, 0, np.inf, limit=300)[0]


g0, g1 = green(6.0, False), green(6.0, True)
assert abs(g0 - g1 - 1 / 6) < 1e-6
threshold1, threshold2 = 1 / g0, 1 / (g0 + g1)

SIDE = 21
line = diags([-np.ones(SIDE - 1)] * 2, [-1, 1])
one = identity(SIDE)
cubic = (kron(kron(line, one), one) + kron(kron(one, line), one)
         + kron(kron(one, one), line)).tocsr()
centre = (SIDE // 2) * (SIDE * SIDE + SIDE + 1)


def cubic_lowest(depth, pair):
    site = np.zeros(SIDE**3)
    site[centre] = -depth
    if pair:
        site[centre + 1] = -depth
    return eigsh(cubic + diags(site), k=1, which='SA',
                 v0=np.ones(SIDE**3), return_eigenvectors=False)[0]


for depth, pair in ((6.0, False), (5.0, True)):
    def condition(e_abs):
        total = green(e_abs, False) + (green(e_abs, True) if pair else 0)
        return depth * total - 1
    root = -brentq(condition, 6.01, 14.0)
    assert abs(root - cubic_lowest(depth, pair)) < 1e-5
assert threshold1 > 1 and threshold2 > 1
assert cubic_lowest(1.0, False) > -6 and cubic_lowest(1.0, True) > -6

print(f"hopping t = {t_ev:.2f} eV, site depth U = {t_ev:.2f} eV")
print(f"site spacing a = {a_nm:.2f} nm")
print(f"band-edge mass = {mass_ratio:.3f} electron masses")
print(f"band edge of chain = {-2 * t_ev:.3f} eV")
print(f"single site: tail ratio x = {x1:.4f}")
print(f"single site: level = {levels1[0]:.4f} t = {levels1[0]*t_ev:.4f} eV")
print(f"single site: binding below edge = {bind1:.4f} eV")
print(f"single site: weight on the site = {weight1:.4f}")
print(f"single site: amplitude decay length = {decay1:.3f} nm")
print(f"pair: tail ratio x = {psi2[MID+4]/psi2[MID+3]:.4f}")
print(f"pair: level = {levels2[0]:.4f} t = {levels2[0]*t_ev:.4f} eV")
print(f"pair: binding below edge = {bind2:.4f} eV")
print(f"pair: weight on the two sites = {weight2:.4f}")
print(f"pair: amplitude decay length = {decay2:.3f} nm")
print(f"pair/single ratio of binding energies = {bind2/bind1:.3f}")
print(f"pair at U = t: states outside band = {np.sum(np.abs(levels2)>2)}")
for d, energy in zip(separations, separated):
    print(f"two deep sites {d} spacings apart: lowest = {energy*t_ev:.4f} eV")
print(f"cubic network: G0 = {g0:.4f} /t, G1 = {g1:.4f} /t")
print(f"cubic network: threshold depth, single = {threshold1*t_ev:.3f} eV")
print(f"cubic network: threshold depth, pair = {threshold2*t_ev:.3f} eV")
print(f"random site energy, rms = {sigma_ev:.2f} eV")
for name, first, sampled in zip(("single", "pair"), spread_first,
                                spread_sampled):
    print(f"{name}: level spread, first order = {first:.4f} eV, "
          f"sampled = {sampled:.4f} eV")
print(f"inner bond multiplied by {bond_factor:.2f}: "
      f"pair level = {e_bond*t_ev:.4f} eV")
print(f"inner bond change: shift = {(e_bond-levels2[0])*t_ev:.4f} eV")
print(f"kT at {temperature:.0f} K = {kt_ev:.4f} eV")
print(f"binding/kT: single = {bind1/kt_ev:.1f}, pair = {bind2/kt_ev:.1f}")
print("verified")
```

It prints:

```
hopping t = 1.00 eV, site depth U = 1.00 eV
site spacing a = 0.33 nm
band-edge mass = 0.350 electron masses
band edge of chain = -2.000 eV
single site: tail ratio x = 0.6180
single site: level = -2.2361 t = -2.2361 eV
single site: binding below edge = 0.2361 eV
single site: weight on the site = 0.4472
single site: amplitude decay length = 0.686 nm
pair: tail ratio x = 0.5000
pair: level = -2.5000 t = -2.5000 eV
pair: binding below edge = 0.5000 eV
pair: weight on the two sites = 0.7500
pair: amplitude decay length = 0.476 nm
pair/single ratio of binding energies = 2.118
pair at U = t: states outside band = 1
two deep sites 1 spacings apart: lowest = -2.5000 eV
two deep sites 2 spacings apart: lowest = -2.3830 eV
two deep sites 4 spacings apart: lowest = -2.2914 eV
two deep sites 10 spacings apart: lowest = -2.2396 eV
cubic network: G0 = 0.2527 /t, G1 = 0.0861 /t
cubic network: threshold depth, single = 3.957 eV
cubic network: threshold depth, pair = 2.952 eV
random site energy, rms = 0.10 eV
single: level spread, first order = 0.0518 eV, sampled = 0.0514 eV
pair: level spread, first order = 0.0548 eV, sampled = 0.0545 eV
inner bond multiplied by 1.10: pair level = -2.5762 eV
inner bond change: shift = -0.0762 eV
kT at 300 K = 0.0259 eV
binding/kT: single = 9.1, pair = 19.3
verified
```
